\section*{Mouth Resistance in Sharp-Front Coating of a Deep Pore}

\section{Problem}

In atomic layer deposition a surface takes up a limited amount of reactant and then stops reacting. Consider a straight cylindrical pore of diameter $d$, length $L$ and aspect ratio $a=L/d$, open at one end to a gas of molecular mass $m$, pressure $p$ and temperature $T$. In the algebra $k_B=1$, so $T$ is an energy. Make the following assumptions.

\begin{itemize}
\item Molecules collide with the wall and not with each other. The wall re-emits unreacted molecules diffusely, at the wall temperature.
\item Each unit of wall area consumes $K$ molecules. A sharp front at depth $\ell$ separates saturated wall from bare wall, and every molecule that reaches the front is consumed there.
\item The front moves slowly, so the flow behind it is steady. The pressure outside the mouth is constant.
\end{itemize}

The gas meets two obstacles in series: the mouth, through which molecules must find their way, and the tube behind it, along which they diffuse.

\begin{enumerate}
\item[(a)] Find the flux $J$ arriving at the mouth and the diffusion coefficient $D$ in the tube.
\item[(b)] What extra length of tube has the same resistance as the mouth?
\item[(c)] Find the dimensionless exposure $X=Jt/K$ that coats the sidewall. By what fraction does the mouth raise it at $a=10$?
\item[(d)] Evaluate the exposure for O$_2$ at 0.5 Torr and 573 K, a hole 100 nm wide and 1000 nm deep, and an uptake of 20 molecules per nm$^2$.
\item[(e)] How well does the series model agree with a kinetic treatment of the same pore?
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item[(a)] Trace a molecule crossing a section of the tube back to the wall element it last left. Its density label belongs to that element. For the average over the section, cut the disc into parallel chords.
\item[(b)] Let the gas just inside the mouth have an unknown density $n_s$. Equate the net flow through the mouth to the diffusive flow to the front.
\item[(c)] In time $dt$ the front coats a strip of area $\pi d\,d\ell$. Count the molecules.
\item[(d)] Find $J$ first. The time then follows from $X$ by one division.
\item[(e)] Two equal coaxial discs are openings of two caps of one sphere. Inside a sphere, a diffusely emitting element illuminates all parts of the surface equally.
\end{enumerate}

\section{Solution}

\subsection{Flux and diffusion coefficient}

Let $n=p/T$ be the gas density. Only molecules moving towards the mouth arrive there, so
\begin{equation}
J=n\sqrt{\frac{m}{2\pi T}}\int_0^\infty v\,e^{-mv^2/2T}\,dv
 =n\sqrt{\frac{m}{2\pi T}}\,\frac{T}{m}=\frac{p}{\sqrt{2\pi mT}} .
\end{equation}
The mean speed is $\bar v=\sqrt{8T/\pi m}$, hence $n\bar v/4=n\sqrt{T/2\pi m}$, which is the same flux. We may therefore write $J=n\bar v/4$.

In the tube, let the density that characterises wall emission vary linearly, $n(z)=n_0+gz$. Consider a point in the section $z=0$ and molecules crossing it at polar angle $\alpha$ to the axis. Traced back, their path meets the wall at an in-plane distance $\rho$ and therefore at $z'=-\rho\cot\alpha$. They carry the density $n(z')$. The signed flow through the section is
\begin{equation}
\Phi=\int dA\int d\Omega\,\frac{\bar v\cos\alpha}{4\pi}\,(n_0-g\rho\cot\alpha).
\end{equation}
The $n_0$ term vanishes because $\cos\alpha$ is odd about $\alpha=\pi/2$. With $d\Omega=\sin\alpha\,d\alpha\,d\varphi$ the other term contains $\sin\alpha\cos\alpha\cot\alpha=\cos^2\alpha$, whose integral from $0$ to $\pi$ is $\pi/2$.

There remains the integral of $\rho$ over the disc. Fix $\varphi$ and divide the disc into chords parallel to that direction. A chord at distance $y$ from the centre has length $c=2\sqrt{d^2/4-y^2}$, and along it $\int_0^c\rho\,d\rho=c^2/2$. Thus
\begin{equation}
\int\rho\,dA=\int_{-d/2}^{d/2}2\left(\frac{d^2}{4}-y^2\right)dy=\frac{d^3}{3}.
\end{equation}
The integral over $\varphi$ multiplies this by $2\pi$. Collecting factors,
\begin{equation}
\Phi=-\frac{\bar v g}{4\pi}\,\frac{\pi}{2}\,\frac{2\pi d^3}{3}
=-\frac{\pi d^3\bar v}{12}\,\frac{dn}{dz}.
\label{eq:flow}
\end{equation}
Division by the area $\pi d^2/4$ gives $D=\bar v d/3$. The minus sign says that gas flows towards lower density. The result assumes a linear profile over the whole range of flights, so it belongs to the interior of a long tube and is only an approximation near the ends.

\subsection{The mouth as a length}

Outside the mouth the density is $n$, just inside it is $n_s$, and at the absorbing front it is taken as zero. Molecules cross the mouth both ways. If those coming out are distributed like a gas of density $n_s$, the net flow per area is $(\bar v/4)(n-n_s)$. Steady flow requires
\begin{equation}
\frac{\bar v}{4}(n-n_s)=\frac{D n_s}{\ell}
\quad\Longrightarrow\quad
n_s=\frac{\bar v/4}{\bar v/4+D/\ell}\,n .
\end{equation}
The transmission $W$ is the fraction of arriving molecules that reach the front:
\begin{equation}
W=\frac{Dn_s/\ell}{\bar v n/4}=\frac{D/\ell}{\bar v/4+D/\ell}
=\frac{1}{1+\bar v\ell/4D}=\frac{1}{1+3\ell/4d}.
\end{equation}
Its inverse is a resistance in units of that of the mouth,
\begin{equation}
\frac1W=\frac{3}{4d}\left(\ell+\frac{4d}{3}\right).
\label{eq:length}
\end{equation}
Without mouth resistance $n_s=n$, and the same steps give $1/W_0=3\ell/4d$. The mouth therefore acts like an extra tube length $4d/3$. Leaving it out is not a harmless simplification for a shallow front: for $\ell<4d/3$ one finds $W_0>1$, so more molecules would reach the front than arrive at the pore.

\subsection{Exposure of the sidewall}

The molecules needed for a strip $d\ell$ equal those delivered in $dt$:
\begin{equation}
K\pi d\,d\ell=JW\frac{\pi d^2}{4}\,dt
\quad\Longrightarrow\quad
\frac{J\,dt}{K}=\frac4d\left(1+\frac{3\ell}{4d}\right)d\ell .
\end{equation}
Integration from $\ell=0$ to $L$ gives
\begin{equation}
X=\frac{Jt}{K}=4a+\frac32a^2 .
\label{eq:exposure}
\end{equation}
Without the mouth the first term is absent, $X_0=3a^2/2$. The ratio is
\begin{equation}
\frac{X}{X_0}=1+\frac{8}{3a}.
\end{equation}
At $a=10$ this means $X=40+150=190$ against $X_0=150$, an increase of $26.7$ percent, or about 27 percent.

The extra length resists the flow but has no wall to be coated. Completing the square shows this:
\begin{equation}
X=\frac32\left[\left(a+\frac43\right)^2-\left(\frac43\right)^2\right].
\end{equation}
The front behaves as if it had started at a depth $4d/3$ in a mouth-free pore.

Two limits fix the meaning of the terms. For $a\ll1$, $X\simeq4a$: the assumed front consumes nearly every arriving molecule, and $4a$ is the ratio of wall area $\pi dL$ to mouth area $\pi d^2/4$. This limit belongs to the sharp-front model and should not be used for a real shallow hole. There most molecules miss the sidewall and strike the floor, and the exposure needed does not vanish with $a$, because every part of the wall must still be struck. For large $a$ the tube dominates and, with the extra length fixed at $4d/3$, the relative effect of the mouth falls as $1/a$. In the kinetic treatment below the excess length of a tube grows slowly with depth, so the end correction there falls more slowly. The two terms are equal at $a=8/3$. Within this model the mouth adds less than 10 percent once $a$ exceeds about 27.

\subsection{Numbers for an oxygen step}

The parameters are rough values for the oxygen half-cycle of platinum deposition. With $k_B$ restored, the flux is $J=1.297\times10^6$ molecules per nm$^2$ per second. Since $t=XK/J$,
\begin{equation}
t=\frac{190\times20}{1.297\times10^{6}}\ \mathrm{s}=2.93\ \mathrm{ms},
\qquad
pt=0.5\times2.93\times10^{-3}=1.46\times10^{-3}\ \mathrm{Torr\,s}.
\end{equation}
Without the mouth the same steps give 2.31 ms and $1.16\times10^{-3}$ Torr s.

The assumptions about the gas hold well for these inputs. With a rough collision diameter of 0.35 nm, the mean free path is about 2200 hole diameters. The gas stored in the pore at the outside density, compared with the wall uptake, is $nd/4K\simeq10^{-5}$. The diffusion time $L^2/2D$ is 24 ns, far below the coating time, so the flow adjusts to the front almost at once.

\subsection{Comparison with kinetic transport}

The series model uses the diffusion law right up to the mouth and the front. To test that, measure depth in diameters, $x=z/d$, and follow the molecules from wall to wall.

First find the fraction $F(x)$ of molecules passing diffusely through one disc that go straight through an equal coaxial disc at distance $x$. Both rims lie on a sphere of radius $R=\tfrac12\sqrt{1+x^2}$. Each disc closes a cap of height $h=R-x/2$ and area $2\pi Rh$. A straight line through both discs meets both caps, and conversely. Inside a sphere, a diffuse emitter sends to any part a fraction equal to that part's share of the area $4\pi R^2$. The exchange between the caps is thus
\begin{equation}
2\pi Rh\,\frac{2\pi Rh}{4\pi R^2}=\pi h^2 .
\end{equation}
Dividing by the disc area $\pi/4$ gives $F=4h^2$, or
\begin{equation}
F(x)=\left(\sqrt{1+x^2}-x\right)^2 .
\end{equation}
Of the molecules entering the mouth, $-F'(x)\,dx$ strike the ring between $x$ and $x+dx$ directly. Exchange is symmetric, so the fraction $f(x)$ that the ring sends straight out through the mouth obeys $\pi\,dx\,f=(\pi/4)(-F'\,dx)$, hence $f=-F'/4$. A molecule leaving the wall that passes a disc at $x$ but not one at $x+dx$ has struck the ring between them. The probability of that flight per unit length is therefore $q(x)=-f'(x)$.

Let $B(x)$ be the emission of saturated wall in units of $J$. It equals what the wall receives:
\begin{equation}
B(x)=f(x)+\int_0^{\lambda}q(|x-x'|)B(x')\,dx',\qquad \lambda=\ell/d .
\end{equation}
A ring has area $4\,dx$ in units of the mouth area, so the transmission is
\begin{equation}
W=F(\lambda)+4\int_0^{\lambda}B(x)f(\lambda-x)\,dx .
\end{equation}
At $\lambda=10$ the numerical solution is $W=0.1093$, and a simulation of individual flights gives $0.1089$ with a standard error of $0.0005$. The series model gives $0.1176$.

By equation~(\ref{eq:length}), the excess length in diameters is $4/(3W)-\lambda$. As $\lambda\to0$, $W\to1$ and the excess becomes $4/3$. For a short tube, $F\simeq1-2\lambda$, while $B\simeq f\simeq1/2$ makes the integral term $\lambda$. Hence $W\simeq1-\lambda$ and the excess is $4/3+\lambda/3$. At $\lambda=0.05$ this gives 1.350, as does the numerical solution. The excess then rises to 1.59 at $\lambda=1$ and 2.20 at $\lambda=10$. The value $4d/3$ is thus the short-tube limit, and a longer tube has an additional resistance that the series model leaves out.

With this transmission and the front still sharp, $X=4\int_0^{10}d\lambda/W=207.8$, which is 39 percent above 150. That calculation still counts a molecule as consumed at the front when it passes the plane $\ell$, although it lands further in. The sharp front itself must be given up to correct this.

Let $\theta$ be the coverage and let bare wall capture a molecule with probability $s$, so that the capture probability is $s(1-\theta)$. Let $N(x)$ be the number of impacts per wall area up to time $t$, divided by $K$. Then $d\theta/dN=s(1-\theta)$ and
\begin{equation}
\theta=1-e^{-sN}.
\label{eq:cover}
\end{equation}
Of the $N$ impacts, $\theta$ were captured and $N-\theta$ re-emitted. In steady flow the impacts add up as
\begin{equation}
N(x)=Xf(x)+\int q(|x-x'|)\,[N(x')-\theta(x')]\,dx' .
\label{eq:kinetic}
\end{equation}
For a fair comparison the pore continues to $x=50$, and $X$ is chosen so that the total uptake equals that of ten diameters of full sidewall, $\int\theta\,dx=10$. For $s=1$ the result is $X=184.9$, or 23 percent above 150. The coverage at $x=10$ is then 0.34: some wall before this depth is still bare, and an equal amount beyond it is already coated.

The 27 percent is therefore a property of the series model. Its exposure of 190 lies about 3 percent above the kinetic value for $s=1$ and 9 percent below the exact-tube value with an imposed sharp front. The simple formula does better here than its transmission at $\lambda=10$ would suggest. One can go from the kinetic value to the series value in two steps. With kinetic transport, imposing a sharp front raises the exposure by about 23, from 184.9 to 207.8. Replacing the exact tube by the series resistance then lowers it by about 18, to 190. The two changes nearly cancel in this example. Their sizes depend on the order of the steps: in the diffusion model, a sharp front changes the exposure by only about 1 at $s=1$, as Variation 2 shows.

\subsection{The model beside a real process}

The calculated time of about 3 ms is the time for one hole at a constant outside pressure. Supplying the chamber and the rest of the wafer is a separate matter. The uptake of 20 molecules per nm$^2$ is uncertain, because oxygen also burns ligands; at fixed $X$ the time is proportional to it. The time also assumes that oxygen sticks readily to bare wall. If it does not, the exposure is larger. For a sticking probability of 0.01, equation~(\ref{eq:cover}) requires $N=\ln20/0.01\simeq300$ for 95 percent coverage, also at the deepest wall. Since $N$ cannot exceed $X$, the exposure must be at least about 300, which means more than 4.6 ms with the same flux and uptake. This bound is not tight, because the gas must also supply the wall on its way in: the kinetic balance for the closed hole with its floor gives about 480, or 7.5 ms. The value $X\simeq281$ in Variation 2 is smaller because it fixes only the total uptake in a very long pore, not the coverage at the bottom of a hole. Oxygen may adsorb dissociatively, with a different dependence on coverage from that assumed here, and products may desorb or react again. These effects are not sized.

The hole also narrows as the film grows. If 5 nm covers the sidewall and floor while the outer surface stays in place, the aspect ratio becomes $995/90=11.06$ and equation~(\ref{eq:exposure}) gives $X=227.6$. At fixed $J$ and $K$ this is 20 percent more than at the start, comparable with the effect of the mouth. If oxygen sticks readily, a pulse chosen for the empty hole would need about that margin at the end of the deposition. With weak sticking the percentage is smaller, because part of the exposure then does not depend on the depth.

\section{Variation 1: the floor is coated too}

\textbf{Question.} The pore has a closed floor with the same uptake $K$ per area. How much further exposure does it need?

\textbf{Solution.} In the sharp-front model nothing reaches the floor until the sidewall is complete. After that the transmission stays at its value for $\ell=L$. The floor and the mouth have equal areas, so
\begin{equation}
K\frac{\pi d^2}{4}=JW(L)\frac{\pi d^2}{4}\,\Delta t
\quad\Longrightarrow\quad
\Delta X=\frac1{W(L)}=1+\frac{3a}{4}.
\end{equation}
At $a=10$ this is 8.5, and the total becomes 198.5. Without mouth resistance the total is $150+7.5=157.5$. The increase due to the mouth is then $198.5/157.5-1=26$ percent, almost as before. The floor has one fortieth of the sidewall area but takes 4.5 percent of the sidewall exposure, because it is served at the largest resistance.

\section{Variation 2: molecules that rarely stick}

\textbf{Question.} Keep the diffusion law and the mouth, but replace the sharp front by the capture probability $s(1-\theta)$ in a very long pore. What exposure gives an uptake equal to $U$ diameters of full sidewall?

\textbf{Solution.} The impact rate on the wall is $j=n\bar v/4$, so equation~(\ref{eq:flow}) reads $\Phi=-(\pi d^3/3)\,dj/dz$. What the flow loses per length is captured by the wall: $-d\Phi/dz=\pi dK\,\partial\theta/\partial t$. Integrating over time, dividing by $\pi dK$ and using $x=z/d$,
\begin{equation}
N''=3\theta=3\left(1-e^{-sN}\right).
\end{equation}
Multiply by $N'$ and integrate from far inside, where $N$ and $N'$ vanish:
\begin{equation}
\frac{N'^2}{2}=3\left(N-\frac{1-e^{-sN}}{s}\right).
\end{equation}
The uptake is $U=\int_0^\infty\theta\,dx=-N'(0)/3$. Setting $N'(0)^2=9U^2$ and writing $N_0=N(0)$, $\theta_0=\theta(0)$ gives $N_0=3U^2/2+\theta_0/s$. At the mouth, the net number entering equals the uptake: $(X-N_0)\pi d^2/4=\pi d\,(Ud)$, so $X-N_0=4U$. Therefore
\begin{equation}
X=4U+\frac32U^2+\frac{\theta_0}{s}.
\end{equation}
The last term is the price of weak sticking. The sharp-front result needs it to be small, which for a deep pore means $sU^2\gg1$.

For $U=10$ and $s=1$ or $0.1$ the mouth is saturated, $\theta_0\simeq1$, and $X\simeq191$ or $200$. For $s=0.01$ the equation $N_0=150+100(1-e^{-N_0/100})$ has the solution $N_0\simeq241$, so $X\simeq281$. The kinetic equation~(\ref{eq:kinetic}) gives 184.9, 193.7 and 274.5. These values are for a pore that ends open at $x=50$; for $s=0.01$, doubling that length lowers the result by about 0.7. The diffusion formula is 2.4 to 3.3 percent higher and reproduces the rise with falling $s$.

The value 274.5 is 83 percent above 150, but this is not the effect of the mouth. At the same $s$, the diffusion model without mouth resistance needs $N_0\simeq241$. The mouth adds 40, or about 17 percent. For $s=0.1$ it adds 40 to 160, or 25 percent. Weak sticking raises the exposure and, at fixed uptake, makes the mouth relatively less important. The kinetic values are in the numerical output; the diffusion values follow from the formulas above.

\section*{Table of computed values}
\begin{verbatim}
Knudsen D/(mean speed*d), quadrature: 0.33333
Added length 4/3, in diameters: 1.3333
Series J*t/K with mouth, a=10: 190.00
Series J*t/K without mouth, a=10: 150.00
Series exposure ratio: 1.2667
Series increase: 26.7 percent
Series W at 10 d: 0.11765
Ring-equation W at 10 d, 40 rings: 0.11102
Ring-equation W at 10 d, 80 rings: 0.10975
Ring-equation W at 10 d, 160 rings: 0.10943
Error ratio on halving ring width: 3.98
Ring-equation W at 10 d, extrapolated: 0.10932
Flight-simulation W at 10 d: 0.10894
Flight-simulation standard error: 0.00049
Exact-tube excess length at 0.05 d: 1.350 d
Exact-tube excess length at 1 d: 1.593 d
Exact-tube excess length at 10 d: 2.197 d
Sharp front, exact-tube J*t/K: 207.8
  increase over mouth-free: 38.6 percent
Kinetic J*t/K at equal uptake, s=1: 184.9
  increase over mouth-free: 23.2 percent
  coverage at depth 10 d: 0.340
Kinetic J*t/K at equal uptake, s=0.1: 193.7
  increase over mouth-free: 29.2 percent
  coverage at depth 10 d: 0.425
Kinetic J*t/K at equal uptake, s=0.01: 274.5
  increase over mouth-free: 83.0 percent
  coverage at depth 10 d: 0.433
Largest kinetic grid change: 1.16 percent
Hole diameter: 100 nm
Hole depth: 1000 nm
Temperature: 573 K
O2 pressure: 0.50 Torr
O2 mass: 31.998 u
O2 consumed per wall area: 20 per nm2
O2 flux at mouth: 1.2971e+06 per nm2 per s
Sidewall time with mouth: 2.930 ms
Sidewall time without mouth: 2.313 ms
Exposure with mouth: 1.4648e-03 Torr s
Exposure without mouth: 1.1564e-03 Torr s
Floor addition to J*t/K: 8.50
Film thickness for narrowing check: 5 nm
Aspect ratio after narrowing: 11.056
Series J*t/K after narrowing: 227.6
Collision diameter, rough input: 0.35 nm
Knudsen number: 2181
Stored gas / wall consumption: 1.05e-05
Pore diffusion time: 24.4 ns
\end{verbatim}
